# How Colder Negative Ions Lower the Bohm Speed of Positive Ions

## 1. A slower entry into the sheath

Take a model hydrogen discharge with H$_3^+$ as the positive ion and an electron temperature of 2 eV. Without negative ions, cold H$_3^+$ must enter the wall sheath at 7.99 km/s or faster. Now let half of the negative charge at the sheath edge sit on H$^-$ ions at 0.4 eV. The required speed drops to 4.61 km/s, although the electron temperature and the ion mass are unchanged.

The reason lies in how fast each charge density changes with potential at the sheath edge. That comparison gives a local condition on the ion speed. Whether the local condition is also sufficient depends on the temperature of the negative ions and on their share of the negative charge.

## 2. Model and conventions

The sheath is planar and stationary, with no collisions and no creation or loss of particles inside it. All species carry one elementary charge. Temperatures are in energy units, so no Boltzmann constant appears. The potential $\phi$ is zero at the sheath edge and falls towards a negative wall.

The positive ions have mass $M$, density $n_+$ and no thermal spread. They cross the edge with speed $u$ and density $n_s$. Continuity and energy conservation read

$$n_+v=n_su,\qquad \tfrac12Mv^2+e\phi=\tfrac12Mu^2 .$$

The second relation gives $v=u\sqrt{1-2e\phi/(Mu^2)}$, and the first then gives

$$n_+(\phi)=n_s\left(1-\frac{2e\phi}{Mu^2}\right)^{-1/2}.$$

Electrons and negative ions are repelled by the wall. We assume that each species has a uniform temperature and that its pressure gradient balances the electric force:

$$T_j\frac{dn_j}{dz}=e\,n_j\frac{d\phi}{dz}\quad\Rightarrow\quad n_j(\phi)=n_{j0}\,e^{e\phi/T_j},$$

with $j=e$ for electrons and $j=n$ for negative ions. This is the Boltzmann law.

Two ratios describe the mixture:

$$\alpha=\frac{n_{n0}}{n_{e0}},\qquad \gamma=\frac{T_e}{T_n}.$$

Here $\alpha$ is taken at the sheath edge; its value in the bulk is different, as Section 9 shows. Colder negative ions mean $\gamma>1$. The edge is neutral, so $n_s=n_{e0}+n_{n0}$, and therefore $n_{e0}=n_s/(1+\alpha)$ and $n_{n0}=\alpha n_s/(1+\alpha)$.

The edge field is taken as zero on the sheath scale. The field of the presheath, the quasineutral region that accelerates the ions, is neglected against $T_e/(e\lambda)$, where $\lambda=\sqrt{\varepsilon_0T_e/(e^2n_s)}$.

## 3. The three charge derivatives

Differentiating the densities at $\phi=0$ gives

$$\frac{dn_+}{d\phi}=\frac{e\,n_s}{Mu^2},\qquad \frac{dn_e}{d\phi}=\frac{e\,n_{e0}}{T_e},\qquad \frac{dn_n}{d\phi}=\frac{e\,n_{n0}}{T_n}.$$

All three are positive, so all three densities fall as $\phi$ falls towards the wall. The positive ions thin out because they speed up, the negative species because they are repelled. For the net charge to become positive, the positive ions must not thin out faster than the two negative species together.

To turn this into a condition on the solution, define

$$\eta=-\frac{e\phi}{T_e}\ge0,\qquad c_s=\sqrt{\frac{T_e}{M}},\qquad m=\frac{u}{c_s},\qquad x=\frac z\lambda ,$$

with $z$ increasing towards the wall. Poisson's equation is $d^2\phi/dz^2=-(e/\varepsilon_0)(n_+-n_e-n_n)$. Multiplication by $-e\lambda^2/T_e$ removes the minus sign, and $e^2\lambda^2/(\varepsilon_0T_e)=1/n_s$. Hence

$$\eta''=N(\eta),\qquad N=\left(1+\frac{2\eta}{m^2}\right)^{-1/2}-n(\eta),\qquad n=\frac{e^{-\eta}+\alpha e^{-\gamma\eta}}{1+\alpha}.$$

A prime on $\eta$ denotes $d/dx$; a prime on $N$ or $n$ denotes $d/d\eta$. The function $N$ is the net charge density divided by $en_s$, and $N(0)=0$.

Multiply by $\eta'$ and integrate from the edge, where $\eta'=0$:

$$\tfrac12\eta'^2=S(\eta)\equiv\int_0^\eta N(s)\,ds .$$

The left side cannot be negative. Near the edge $N\approx N'(0)\eta$, so $S\approx\tfrac12N'(0)\eta^2$. A negative $N'(0)$ is therefore impossible in a sheath that starts from zero field. The derivative is

$$N'(0)=-\frac1{m^2}+\frac{1+\alpha\gamma}{1+\alpha}.$$

Requiring $N'(0)\ge0$ gives

$$\boxed{\,u\ge u_B=\sqrt{\frac{T_e}{M}}\sqrt{\frac{1+\alpha}{1+\alpha\gamma}}\,}$$

We write $m_B=u_B/c_s$ for the scaled local Bohm speed.

## 4. Why the colder species has so much influence

Subtracting $m_B^2$ from one shows the direction of the change:

$$1-m_B^2=\frac{1+\alpha\gamma-1-\alpha}{1+\alpha\gamma}=\frac{\alpha(\gamma-1)}{1+\alpha\gamma}.$$

For $\alpha>0$ this is positive if $T_n<T_e$, zero if $T_n=T_e$ and negative if $T_n>T_e$. Negative charge on heavy particles does not lower the Bohm speed by itself; the lower temperature does. With $\alpha=1$ and $\gamma=0.5$, negative ions hotter than the electrons, $m_B=\sqrt{2/1.5}=1.155$ and the speed is raised.

The result can also be written with an effective temperature:

$$Mu_B^2=T_*,\qquad \frac1{T_*}=\frac{1}{n_s}\left(\frac{n_{e0}}{T_e}+\frac{n_{n0}}{T_n}\right).$$

The average is over inverse temperatures, so a cold species carries a large weight. A given potential drop removes cold negative ions more strongly than electrons. Negative charge then disappears quickly, and the positive ions may thin out quickly too. Their slope is proportional to $1/u^2$, so they may enter more slowly.

Two limits are useful. For $\alpha\gamma\ll1$ and $\alpha\ll1$, expansion of the square root gives $u_B\approx c_s[1-\alpha(\gamma-1)/2]$. For $\alpha\to\infty$ the electrons drop out and $u_B\to\sqrt{T_n/M}$.

## 5. The hydrogen example

The chosen parameters are $T_e=2$ eV, $T_n=0.4$ eV, $\alpha=1$ and $n_s=10^{16}$ m$^{-3}$. Thus $\gamma=5$, and each negative species has density $5\times10^{15}$ m$^{-3}$. Three proton masses and two electron masses give $M=5.020\times10^{-27}$ kg, with the binding energy neglected. Treating H$_3^+$ as cold while H$^-$ has 0.4 eV is a strong simplification. A positive-ion temperature of 0.4 eV would be comparable with the directed energy found below, and it would raise the required mean speed considerably. The numbers illustrate the cold-ion formula and are not a prediction for a real hydrogen discharge.

With $T_e$ converted to joules, $c_s=\sqrt{T_e/M}=7990$ m/s. The reduction factor is

$$m_B=\sqrt{\frac{1+1}{1+5}}=0.577,\qquad u_B=0.5774\times7990\ \text{m/s}=4613\ \text{m/s}.$$

The slopes show where this comes from. With temperatures in eV, $e/T_j$ is the inverse of that number in V$^{-1}$:

- electrons: $5\times10^{15}/2=2.5\times10^{15}$ m$^{-3}$ V$^{-1}$;
- negative ions: $5\times10^{15}/0.4=1.25\times10^{16}$ m$^{-3}$ V$^{-1}$;
- sum: $1.50\times10^{16}$ m$^{-3}$ V$^{-1}$.

The two species are equally dense, but the negative ions supply five sixths of the slope. The effective temperature is $T_*=10^{16}/(1.50\times10^{16})=0.667$ eV, and positive ions at $u_B$ have the matching slope $10^{16}/0.667=1.50\times10^{16}$ m$^{-3}$ V$^{-1}$.

At the higher speed $c_s$ the positive-ion slope is $10^{16}/2=5.0\times10^{15}$ m$^{-3}$ V$^{-1}$, well below the limit. At $0.9u_B$ it is $1.50\times10^{16}/0.81=1.85\times10^{16}$ m$^{-3}$ V$^{-1}$. The positive ions would then thin out too fast, and the charge next to the edge would be negative. The threshold is sharp only for zero edge field. With a finite field the first integral becomes $\tfrac12\eta'^2=\tfrac12\eta'(0)^2+S(\eta)$, and at $0.9u_B$ an edge field of about 4 % of $T_e/(e\lambda)$, some 0.7 kV/m here, is enough to carry the solution through the thin negative layer.

The directed energy at the edge is $\tfrac12Mu_B^2=T_*/2=0.333$ eV. The flux is $n_su_B=4.61\times10^{19}$ m$^{-2}$ s$^{-1}$, against $n_sc_s=7.99\times10^{19}$ m$^{-2}$ s$^{-1}$. This comparison holds the edge density of positive ions fixed; it does not predict how a discharge would readjust that density.

## 6. What the second derivative adds

At $u=u_B$ the first derivative of the charge vanishes, and the next term decides whether a sheath can start. Differentiating $N$ twice gives

$$N''(0)=\frac3{m^4}-\frac{1+\alpha\gamma^2}{1+\alpha}.$$

Insert $1/m_B^2=(1+\alpha\gamma)/(1+\alpha)$ and multiply by $(1+\alpha)^2$:

$$\begin{aligned}(1+\alpha)^2N''(0)&=3(1+\alpha\gamma)^2-(1+\alpha)(1+\alpha\gamma^2)\\
&=3+6\alpha\gamma+3\alpha^2\gamma^2-1-\alpha-\alpha\gamma^2-\alpha^2\gamma^2\\
&=2\gamma^2\alpha^2-b\,\alpha+2\equiv Q(\alpha),\qquad b=\gamma^2-6\gamma+1.\end{aligned}$$

If $Q(\alpha)<0$, then $S\approx N''(0)\eta^3/6$ is negative near the edge, and no sheath starts at $u_B$.

When can $Q$ be negative for a positive $\alpha$? Its roots have product $1/\gamma^2$ and sum $b/(2\gamma^2)$. Two distinct positive roots need $b>0$ and a positive discriminant, $b^2>16\gamma^2$. Together these mean $b>4\gamma$, or

$$\gamma^2-10\gamma+1>0.$$

The boundaries are $\gamma=5\pm2\sqrt6$. For colder negative ions the relevant one is $5+2\sqrt6\approx9.90$. At this value $b=4\gamma$ and $Q=2(\gamma\alpha-1)^2$, which touches zero at $\alpha=1/\gamma$ without changing sign. The other boundary, $5-2\sqrt6$, is the inverse of the first and belongs to negative ions much hotter than the electrons.

## 7. When the local speed is sufficient

A good start does not yet guarantee a good sheath farther in. For $5-2\sqrt6\le\gamma\le5+2\sqrt6$, however, the charge stays non-negative at every depth.

Set $m=m_B$. Since both terms of $N$ have positive magnitude, $N\ge0$ is equivalent to

$$G(\eta)\equiv\frac1{n(\eta)^2}\ge1+\frac{2\eta}{m_B^2}.$$

At the edge $G(0)=1$ and $G'(0)=-2n'(0)=2(1+\alpha\gamma)/(1+\alpha)=2/m_B^2$. The right side is therefore the tangent to $G$ at $\eta=0$. A convex function lies on or above its tangent, so it is enough that $G''\ge0$. Differentiation gives

$$G''=\frac{6n'^2}{n^4}-\frac{2n''}{n^3}=\frac{2}{n^4}\left(3n'^2-nn''\right).$$

Let $\beta=\alpha e^{-(\gamma-1)\eta}$, which is the density ratio of negative ions to electrons at depth $\eta$. Taking $e^{-\eta}$ out of $n$ and its derivatives,

$$n=\frac{e^{-\eta}(1+\beta)}{1+\alpha},\quad n'=-\frac{e^{-\eta}(1+\beta\gamma)}{1+\alpha},\quad n''=\frac{e^{-\eta}(1+\beta\gamma^2)}{1+\alpha}.$$

The combination is the one met in Section 6, with $\beta$ in place of $\alpha$:

$$3n'^2-nn''=\frac{e^{-2\eta}}{(1+\alpha)^2}\,Q(\beta).$$

In the stated range of $\gamma$, $Q(\beta)\ge0$ for every positive $\beta$. It vanishes at most at an isolated depth, so $G$ lies strictly above its tangent for $\eta>0$. Hence $N>0$ and $S>0$ there. Raising $m$ increases the positive-ion term of $N$, so every $u\ge u_B$ works as well. The hydrogen example, with $\gamma=5$, is covered.

The argument also gives something for $\gamma>5+2\sqrt6$. Because $\beta$ falls from $\alpha$ towards zero, $Q(\beta)$ stays non-negative if $\alpha$ does not exceed the smaller root of $Q$. Up to that root the local speed suffices.

## 8. Colder negative ions: a condition at finite depth

Outside this protected range the whole integral $S$ must be examined. Its ion part is

$$\int_0^\eta\frac{ds}{\sqrt{1+2s/m^2}}=m^2\left(\sqrt{1+\frac{2\eta}{m^2}}-1\right)=\sqrt{m^4+2\eta m^2}-m^2,$$

and the part from the negative species is

$$P(\eta)=\int_0^\eta n\,ds=\frac{1-e^{-\eta}+(\alpha/\gamma)(1-e^{-\gamma\eta})}{1+\alpha}.$$

In units of $n_sT_e$, the first is the gain in positive-ion momentum flux and $P$ is the pressure lost by the two negative species. The condition $S\ge0$ becomes $\sqrt{m^4+2\eta m^2}\ge m^2+P$. Both sides are positive, so squaring is safe:

$$m^4+2\eta m^2\ge m^4+2m^2P+P^2\quad\Rightarrow\quad m^2\ge F(\eta)\equiv\frac{P^2}{2(\eta-P)}.$$

The division is allowed because $n<1$ for $\eta>0$, so $P<\eta$. A deep sheath must satisfy this at all depths, which defines the critical value

$$m_c^2=\sup_{\eta>0}F(\eta).$$

For small $\eta$, $P=\eta-\eta^2/(2m_B^2)+\dots$, so $F\to\eta^2/(\eta^2/m_B^2)=m_B^2$. The local criterion is the shallow limit of the global one, and $m_c\ge m_B$. If the largest $F$ lies at a finite depth, a sheath at $m=m_c$ reaches zero field and zero charge there. It approaches that potential over an unlimited distance, so a deeper sheath needs $m>m_c$.

The lowering nevertheless survives. Take $\gamma>1$, $\alpha>0$ and $m=1$. Then $n<e^{-\eta}$ for $\eta>0$, and $e^{2\eta}>1+2\eta$ gives

$$N>\frac1{\sqrt{1+2\eta}}-e^{-\eta}>0 .$$

So $S>0$ at $m=1$, which means $F(\eta)<1$ at every positive depth. Also $F\to m_B^2<1$ at the edge, and $F\to0$ far down because $P$ is bounded. The supremum of this continuous function is thus below one: $m_c<1$.

The table gives both speeds in units of $c_s$. The global values come from maximizing $F$ on a fine grid of depths up to $\eta=10$ and including the edge limit.

| $\alpha$ | $\gamma$ | $m_B$ | $m_c$ |
|---:|---:|---:|---:|
| 1 | 5 | 0.577 | 0.577 |
| 0.005 | 20 | 0.956 | 0.956 |
| 0.2 | 20 | 0.4899 | 0.5875 |
| 1 | 40 | 0.221 | 0.285 |

For $\gamma=20$, $b=281$ and $Q=800\alpha^2-281\alpha+2$, with roots 0.0073 and 0.344. The value $\alpha=0.005$ lies below the smaller root and is safe. The value 0.2 lies between the roots, and the local formula understates the required speed.

The last row shows that the second derivative at the edge is not a complete test either. There $Q(1)=3200-1361+2>0$, so the sheath starts correctly at $m_B^2=2/41$. At $\eta=1$, however, the ion part of $S$ is

$$\frac2{41}\left(\sqrt{42}-1\right)<\frac{11}{41},\qquad\text{while}\qquad P(1)>\frac{1-e^{-1}}2>\frac3{10}.$$

Here $\sqrt{42}<6.5$ and $e>2.5$ were used. Since $11/41<3/10$, $S(1)$ is negative and the sheath cannot reach this depth. The cold negative ions set the slope at the edge but are soon expelled. The electrons that remain fall off slowly, while the slow positive ions have already thinned out.

For $\gamma=20$ the same kind of failure extends beyond the larger root of $Q$. Solving numerically for the $\alpha$ at which the interior maximum of $F$ equals $m_B^2$ gives $\alpha=0.92$. Just below this value the local speed fails; just above it, it suffices.

## 9. Edge ratio and bulk ratio

The $\alpha$ in the Bohm speed belongs to the sheath edge. Its relation to the bulk value $\alpha_0$ depends on the presheath. One simple case is a converging presheath, in which positive ions start from rest at the bulk potential and fall without collisions towards a small collector.

Let $\psi$ be the potential drop from the bulk in units of $T_e/e$. The ion speed is $c_s\sqrt{2\psi}$, and quasineutrality makes the flux density proportional to $\sqrt{2\psi}\,(e^{-\psi}+\alpha_0e^{-\gamma\psi})$. This quasineutral flux density cannot keep growing past the first maximum met on the way from the bulk; there the quasineutral solution ends, and we take this point as the sheath edge. Setting the logarithmic derivative to zero gives

$$\frac1{2\psi}=\frac{e^{-\psi}+\gamma\alpha_0e^{-\gamma\psi}}{e^{-\psi}+\alpha_0e^{-\gamma\psi}}=\frac{1+\alpha\gamma}{1+\alpha},\qquad \alpha=\alpha_0e^{-(\gamma-1)\psi}.$$

Hence $2\psi=m_B^2$: the ions arrive with the local Bohm speed. The bulk ratio is

$$\alpha_0=\alpha\exp\left[\frac{(\gamma-1)m_B^2}{2}\right].$$

In the hydrogen example $\psi=1/6$, a drop of 0.333 V, and $\alpha_0=e^{4/6}=1.95$. Nearly two negative ions per electron in the bulk become one at the edge. Inserting the bulk ratio in the Bohm formula would give too low a speed.

The relation need not be one-to-one. Since $d(m_B^2)/d\alpha=(1-\gamma)/(1+\alpha\gamma)^2$,

$$\frac{d\ln\alpha_0}{d\ln\alpha}=1-\frac{\alpha(\gamma-1)^2}{2(1+\alpha\gamma)^2}=\frac{Q(\alpha)}{2(1+\alpha\gamma)^2}.$$

The last step uses $2(1+\alpha\gamma)^2-\alpha(\gamma-1)^2=2\gamma^2\alpha^2-b\alpha+2$. For $1<\gamma\le5+2\sqrt6$, $\alpha_0$ rises steadily with $\alpha$. For larger $\gamma$ it falls between the roots of $Q$. At a stationary point the second derivative of the logarithm of the flux density with respect to $\psi$ is $-Q(\alpha)/(1+\alpha)^2$, so an $\alpha$ between the roots is a minimum of the flux density and marks no edge. Some bulk ratios then give two maxima with a minimum between them, and the ions meet the shallower maximum first. It has $\alpha$ above the larger root. For $\gamma=20$ and $0.344<\alpha<0.92$ the ions arrive there with $m_B<m_c$, so by Section 8 no monotonic deep sheath can follow from zero field.

## 10. Where the result stops applying

The formula rests on the slopes of Section 3. A thermal spread of the positive ions changes their slope. Negative ions that are created, destroyed or collected in appreciable numbers within the sheath need not follow the Boltzmann law, and $T_n$ alone then no longer fixes their response. Collisions or ionization inside the sheath alter the positive-ion density law. The comparison of slopes cannot simply be repeated in all these cases. With friction, for example, the ions lose speed even where the field vanishes, so their density changes while the potential does not. The derivative of $n_+$ with respect to $\phi$ then has no finite value at a zero-field edge, and the sheath and presheath have to be treated together.

Numbers in the example were calculated in double precision.
